**Entropic driving force for the release of one neutral ligand**

The program examines the gas-phase reaction C → F + L, where C is the complex, F the remaining fragment and L the ligand. A reaction entropy ΔS° of 150 J/mol/K at T = 500 K contributes TΔS° = 75 kJ/mol, or 0.777 eV per event, to the driving force −ΔG°. For a model with round parameters, the program sums box, rotor and oscillator levels and differentiates the resulting free energies numerically. It asserts that these results agree with the closed formulas for the reduced-mass translational entropy, the total entropy, the enthalpy and the effect of ligand pressure. It also asserts that the model value of TΔS° lies within 10% of the headline estimate; the output gives 0.746 eV. Halving or doubling the binding-mode energies changes this to 0.574 or 0.900 eV. With a zero-temperature reaction energy of 1 eV, ΔG is +0.258 eV at standard pressures and −0.040 eV when the ligand is diluted a thousandfold. The crossover temperature is 673 K from constant enthalpy and entropy and 675 K from the full level sums, within the asserted 2%.

## Numerical verification

```python
# Result under test: releasing one neutral ligand, C -> F + L, with reaction
# entropy 150 J/mol/K contributes -T*dS = -75 kJ/mol to dG at 500 K.
# A model of ideal gases tests the size of dS and the role of enthalpy/pressure.
# L: ligand, F: remaining fragment, C: intact complex; masses in u,
# moments of inertia in u*A^2, energies in eV, lengths in angstrom.
# Closed formulas are checked against explicit sums over quantum levels.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

K_B = const.k / const.e
HBAR2 = const.hbar**2 / (const.atomic_mass * const.angstrom**2) / const.e
P_STD = const.bar * const.angstrom**3 / const.e
EV_TO_KJMOL = const.e * const.N_A / 1000.0

T0 = 500.0
DS_GIVEN_MOLAR = 150.0
M_L, M_F = 20.0, 100.0
I_L, I_F = 2.0, 100.0
DISTANCE = 2.0
MODES = np.array([0.01, 0.02, 0.02, 0.05, 0.06, 0.06])
D0 = 1.0
DILUTION = 1.0e-3

M_C = M_L + M_F
MU = M_L * M_F / M_C
I_PAR = I_L + I_F
I_PERP = I_PAR + MU * DISTANCE**2


# ---- Road one: explicit sums over quantum levels ----
def mu_translation(mass, temp, pressure):
    """Chemical potential from box levels; a million particles in the box."""
    tau = K_B * temp
    number = 1.0e6
    side = (number * tau / pressure) ** (1.0 / 3.0)
    unit = np.pi**2 * HBAR2 / (2.0 * mass * side**2)
    n = np.arange(1, int(7.0 * np.sqrt(tau / unit)) + 1, dtype=float)
    q_one = np.exp(-unit * n**2 / tau).sum()
    return -tau * (3.0 * np.log(q_one) - np.log(number))


def g_rotation(i_par, i_perp, temp):
    """Free energy from symmetric-top levels J, K."""
    tau = K_B * temp
    a, b = HBAR2 / (2.0 * i_par), HBAR2 / (2.0 * i_perp)
    j = np.arange(0, 801, dtype=float)
    k_weights = np.exp(-(a - b) * j**2 / tau)
    k_sum = 2.0 * np.cumsum(k_weights) - 1.0
    q = ((2.0 * j + 1.0) * np.exp(-b * j * (j + 1.0) / tau) * k_sum).sum()
    return -tau * np.log(q)


def g_vibration(modes, temp):
    """Free energy from oscillator levels measured from the ground level."""
    tau = K_B * temp
    n = np.arange(0, 4001, dtype=float)
    return -tau * sum(np.log(np.exp(-e * n / tau).sum()) for e in modes)


def dg_translation(temp, ligand_ratio=1.0):
    return (mu_translation(M_L, temp, P_STD * ligand_ratio)
            + mu_translation(M_F, temp, P_STD)
            - mu_translation(M_C, temp, P_STD))


def dg_levels(temp, scale=1.0, ligand_ratio=1.0):
    rotation = (g_rotation(I_L, I_L, temp) + g_rotation(I_F, I_F, temp)
                - g_rotation(I_PAR, I_PERP, temp))
    return (D0 + dg_translation(temp, ligand_ratio) + rotation
            - g_vibration(scale * MODES, temp))


def minus_slope(function, temp, step=0.5):
    return -(function(temp + step) - function(temp - step)) / (2.0 * step)


# ---- Road two: closed formulas ----
def s_translation(mass, temp):
    tau = K_B * temp
    wavelength = np.sqrt(2.0 * np.pi * HBAR2 / (mass * tau))
    return K_B * (2.5 + np.log(tau / (P_STD * wavelength**3)))


def s_rotation(ia, ib, ic, temp):
    q = (np.sqrt(np.pi) * (2.0 * K_B * temp / HBAR2) ** 1.5
         * np.sqrt(ia * ib * ic))
    return K_B * (1.5 + np.log(q))


def s_vibration(modes, temp):
    x = modes / (K_B * temp)
    return K_B * np.sum(x / np.expm1(x) - np.log(-np.expm1(-x)))


def entropy_parts(temp, scale=1.0):
    rotation = (s_rotation(I_L, I_L, I_L, temp)
                + s_rotation(I_F, I_F, I_F, temp)
                - s_rotation(I_PAR, I_PERP, I_PERP, temp))
    return np.array([s_translation(MU, temp), rotation,
                     -s_vibration(scale * MODES, temp)])


def enthalpy(temp):
    tau = K_B * temp
    return D0 + 4.0 * tau - np.sum(MODES / np.expm1(MODES / tau))


# Headline: per-event value through the gas constant, molar value through e*N_A
ds_given = DS_GIVEN_MOLAR / const.R * K_B
headline = T0 * ds_given
assert abs(headline * EV_TO_KJMOL - 75.0) < 1.0e-5

# Three translating bodies reduce to one body of reduced mass
trans_levels = T0 * minus_slope(dg_translation, T0)
parts = T0 * entropy_parts(T0)
assert abs(trans_levels - parts[0]) < 1.0e-4

# Total entropy, also for softer and stiffer binding modes
ts_values = {}
for factor in (0.5, 1.0, 2.0):
    ts_levels = T0 * minus_slope(lambda t: dg_levels(t, factor), T0)
    ts_values[factor] = T0 * entropy_parts(T0, factor).sum()
    assert abs(ts_levels - ts_values[factor]) < 2.0e-4
ts_model = ts_values[1.0]
assert abs(ts_model / headline - 1.0) < 0.10
assert ts_values[0.5] < ts_model < ts_values[2.0]

# Enthalpy from the temperature slope of G/T.
# Classical rotation of the light ligand misses about 0.0003 eV here.
dh_levels = T0**2 * minus_slope(lambda t: dg_levels(t) / t, T0)
dh_model = enthalpy(T0)
assert abs(dh_levels - dh_model) < 5.0e-4
assert abs(dh_model - D0) < 0.05 * ts_model
dg_standard = dh_model - ts_model
assert abs(dg_levels(T0) - dg_standard) < 5.0e-4

# Dilution of the ligand only
pressure_term = K_B * T0 * np.log(DILUTION)
dg_dilute = dg_standard + pressure_term
dilute_levels = dg_levels(T0, ligand_ratio=DILUTION)
assert abs(dilute_levels - dg_levels(T0) - pressure_term) < 1.0e-4
assert dg_levels(T0) > 0.0 > dilute_levels

# Crossover: constant-enthalpy, constant-entropy estimate against full root
t_estimate = dh_model / (ts_model / T0)
t_root = brentq(dg_levels, 500.0, 900.0, xtol=1.0e-6)
assert abs(t_estimate / t_root - 1.0) < 0.02

print("HEADLINE ESTIMATE")
print(f"temperature: {T0:.0f} K")
print(f"given reaction entropy: {DS_GIVEN_MOLAR:.0f} J/mol/K")
print(f"same entropy per event: {ds_given:.6f} eV/K")
print(f"same entropy divided by k_B: {ds_given / K_B:.2f} (no unit)")
print(f"thermal energy k_B*T: {K_B * T0:.5f} eV")
print(f"T*dS, the driving-force contribution: {headline:.4f} eV")
print(f"T*dS converted: {headline * EV_TO_KJMOL:.2f} kJ/mol")
print("MODEL INPUTS")
print(f"ligand mass: {M_L:.0f} u; fragment mass: {M_F:.0f} u")
print(f"ligand moment of inertia: {I_L:.0f} u A^2")
print(f"fragment moment of inertia: {I_F:.0f} u A^2")
print(f"distance between centres: {DISTANCE:.0f} A")
print("six binding-mode energies:", ", ".join(f"{e:.2f}" for e in MODES), "eV")
print(f"zero-temperature reaction energy D0: {D0:.2f} eV")
print(f"standard pressure (one bar): {P_STD:.4e} eV/A^3")
print("MODEL INTERMEDIATES AND RESULTS AT THE SAME TEMPERATURE")
print(f"reduced mass: {MU:.3f} u")
print(f"complex moment, along axis: {I_PAR:.1f} u A^2")
print(f"complex moment, across axis (twice): {I_PERP:.1f} u A^2")
print(f"T*dS, translation: {parts[0]:.4f} eV")
print(f"T*dS, translation from level sums: {trans_levels:.4f} eV")
print(f"T*dS, rotation: {parts[1]:.4f} eV")
print(f"T*dS, vibration: {parts[2]:.4f} eV")
print(f"T*dS, total: {ts_model:.4f} eV")
print(f"model dS converted: {ts_model * EV_TO_KJMOL * 1000 / T0:.1f} J/mol/K")
print(f"model T*dS relative to headline: {ts_model / headline:.3f} (no unit)")
print(f"T*dS, mode energies halved: {ts_values[0.5]:.4f} eV")
print(f"T*dS, mode energies doubled: {ts_values[2.0]:.4f} eV")
print(f"reaction enthalpy: {dh_model:.4f} eV")
print(f"reaction enthalpy from level sums: {dh_levels:.4f} eV")
print(f"standard reaction free energy: {dg_standard:.4f} eV")
print(f"same free energy from level sums: {dg_levels(T0):.4f} eV")
print(f"ligand pressure / standard pressure: {DILUTION:.3f} (no unit)")
print(f"free-energy change from dilution: {pressure_term:.4f} eV")
print(f"reaction free energy with dilute ligand: {dg_dilute:.4f} eV")
print(f"crossover temperature, dH/dS estimate: {t_estimate:.1f} K")
print(f"crossover temperature, full level sums: {t_root:.1f} K")
print("all assertions hold")
```

It prints:

```
HEADLINE ESTIMATE
temperature: 500 K
given reaction entropy: 150 J/mol/K
same entropy per event: 0.001555 eV/K
same entropy divided by k_B: 18.04 (no unit)
thermal energy k_B*T: 0.04309 eV
T*dS, the driving-force contribution: 0.7773 eV
T*dS converted: 75.00 kJ/mol
MODEL INPUTS
ligand mass: 20 u; fragment mass: 100 u
ligand moment of inertia: 2 u A^2
fragment moment of inertia: 100 u A^2
distance between centres: 2 A
six binding-mode energies: 0.01, 0.02, 0.02, 0.05, 0.06, 0.06 eV
zero-temperature reaction energy D0: 1.00 eV
standard pressure (one bar): 6.2415e-07 eV/A^3
MODEL INTERMEDIATES AND RESULTS AT THE SAME TEMPERATURE
reduced mass: 16.667 u
complex moment, along axis: 102.0 u A^2
complex moment, across axis (twice): 168.7 u A^2
T*dS, translation: 0.8016 eV
T*dS, translation from level sums: 0.8016 eV
T*dS, rotation: 0.3067 eV
T*dS, vibration: -0.3625 eV
T*dS, total: 0.7458 eV
model dS converted: 143.9 J/mol/K
model T*dS relative to headline: 0.960 (no unit)
T*dS, mode energies halved: 0.5740 eV
T*dS, mode energies doubled: 0.8996 eV
reaction enthalpy: 1.0039 eV
reaction enthalpy from level sums: 1.0036 eV
standard reaction free energy: 0.2580 eV
same free energy from level sums: 0.2578 eV
ligand pressure / standard pressure: 0.001 (no unit)
free-energy change from dilution: -0.2976 eV
reaction free energy with dilute ligand: -0.0396 eV
crossover temperature, dH/dS estimate: 673.0 K
crossover temperature, full level sums: 675.4 K
all assertions hold
```
